# Finding a compensator's retardance from its fourth harmonic between parallel polarisers

## Problem

A rotating-compensator ellipsometer is calibrated in the straight-through position, with no sample. Light passes a polariser, the compensator and an analyser whose axis is parallel to that of the polariser. The compensator turns steadily, and the angle $C$ is measured from the polariser axis to the compensator's fast axis. The detector signal is found to be

$$I(C)=I_0\,(1+r\cos 4C),\qquad r=0.30 .$$

Here $I_0$ is the mean signal and $r$ is the amplitude of the fourth harmonic divided by that mean. Harmonics are counted per full mechanical turn. For this pure signal the amplitude is half the peak-to-peak swing.

Take both polarisers as ideal, the detector as linear and free of background, and the light as monochromatic. The compensator has no diattenuation, meaning that it transmits equally along its fast and slow axes. Its retardance $\delta$, the phase by which the slow component lags the fast one, lies between $0$ and $180^\circ$.

1. Derive the signal and express $r$ through $\delta$.
2. Find $\delta$, and show that the answer is unique in the stated range.
3. How closely must $r$ be known to fix $\delta$ to about $0.1^\circ$?
4. The compensator is a pair of crystalline quartz (SiO2) plates with crossed axes, used at 633 nm. Take the birefringence as 0.009, a rough value. What is the difference between the plate thicknesses?
5. Estimate how far modest instrument errors move the answer.

## Hints

**Hint 1.** Split the field leaving the polariser into components along the fast and slow axes. Delay one of them, then project both on the analyser axis.

**Hint 2.** The squared field contains $\sin^2 2C$. This is a constant plus a term in $\cos 4C$, so the plate changes the mean signal as well as the oscillation.

**Hint 3.** Write the ratio in terms of $\cos\delta$. The equation to be solved is then linear.

**Hint 4.** For question 3, differentiate the relation between $\cos\delta$ and $r$. For question 5, ask of each error whether it changes the mean, the oscillation or both.

## Solution

### The signal

Let the polariser pass a field of unit amplitude along $x$. Its component along the fast axis is $\cos C$. The slow axis points along $(-\sin C,\cos C)$, so the slow component is $-\sin C$. With the time factor $e^{i\omega t}$, a lag $\delta$ multiplies the slow component by $e^{-i\delta}$.

Projection on the analyser, also along $x$, brings a second factor $\cos C$ for the fast component and $-\sin C$ for the slow one:

$$E=\cos^2 C+e^{-i\delta}\sin^2 C .$$

The transmitted fraction of the intensity is

$$|E|^2=\cos^4C+\sin^4C+2\cos\delta\,\sin^2C\cos^2C .$$

Since $\cos^4C+\sin^4C=1-2\sin^2C\cos^2C$, and $2\sin^2C\cos^2C=\tfrac12\sin^2 2C$,

$$|E|^2=1-\tfrac12(1-\cos\delta)\sin^2 2C .$$

Now insert $\sin^2 2C=\tfrac12(1-\cos 4C)$:

$$|E|^2=\frac{3+\cos\delta}{4}+\frac{1-\cos\delta}{4}\cos 4C .$$

The first term is the mean and the coefficient of $\cos4C$ is the fourth-harmonic amplitude. Their ratio is

$$r=\frac{1-\cos\delta}{3+\cos\delta}. \tag{1}$$

There is no second harmonic. A quarter turn exchanges the fast and slow axes, which changes the sign of the relative phase but not its cosine. The signal therefore repeats four times per turn.

### The retardance

Multiply (1) by its denominator and collect the terms in $\cos\delta$:

$$3r+r\cos\delta=1-\cos\delta
\quad\Rightarrow\quad
\cos\delta=\frac{1-3r}{1+r}. \tag{2}$$

For the measured ratio,

$$\cos\delta=\frac{1-0.90}{1.30}=0.0769,\qquad \boxed{\delta=85.6^\circ}.$$

For uniqueness, differentiate (1) with respect to $c=\cos\delta$:

$$\frac{dr}{dc}=\frac{-(3+c)-(1-c)}{(3+c)^2}=-\frac{4}{(3+c)^2}<0 .$$

As $\delta$ goes from $0$ to $180^\circ$, $c$ falls steadily, so $r$ rises steadily from 0 to 1. Each ratio in that interval belongs to one retardance. Without the limit of $180^\circ$, $360^\circ-\delta=274.4^\circ$ would fit equally well, as would either value plus whole turns, because the signal contains only $\cos\delta$.

Three cases give the scale:

- For small $\delta$ in radians, $1-\cos\delta\approx\delta^2/2$ and $3+\cos\delta\approx4$, so $r\approx\delta^2/8$. A weak retarder hardly modulates the signal.
- A quarter-wave plate has $\cos\delta=0$ and $r=1/3$. The measured 0.30 is slightly smaller, which places $\delta$ a little below $90^\circ$.
- A half-wave plate has $r=1$. At $C=45^\circ$ it turns the polarisation by $90^\circ$, and the analyser blocks the light.

The two extreme readings give the same answer. At $C=0$ the transmitted fraction is 1. At $C=45^\circ$ it is $1-\tfrac12(1-\cos\delta)=\cos^2(\delta/2)$. The measured curve has extremes $I_0(1\pm r)$, hence

$$\cos^2\frac{\delta}{2}=\frac{1-r}{1+r}=\frac{0.70}{1.30}=0.5385 .$$

This gives $\delta/2=42.8^\circ$, in agreement with (2).

### The precision needed

Differentiate both sides of (2) with respect to $r$:

$$-\sin\delta\,\frac{d\delta}{dr}
=\frac{-3(1+r)-(1-3r)}{(1+r)^2}
=-\frac{4}{(1+r)^2}.$$

The sine also follows from (2). It is positive in the allowed range:

$$\sin\delta=\frac{\sqrt{(1+r)^2-(1-3r)^2}}{1+r}
=\frac{\sqrt{8r(1-r)}}{1+r}.$$

Dividing, and using $4/\sqrt8=\sqrt2$,

$$\frac{d\delta}{dr}=\frac{\sqrt2}{(1+r)\sqrt{r(1-r)}}
=\frac{1.414}{1.30\sqrt{0.21}}=2.374\ \text{rad}. \tag{3}$$

A change of 0.001 in $r$ thus moves $\delta$ by $0.136^\circ$. To fix the retardance to about $0.1^\circ$, the ratio must be known to somewhat better than 0.001. If 0.30 is a reading rounded to two decimals, it stands for anything from 0.295 to 0.305. Equation (2) then allows $84.9^\circ$ to $86.3^\circ$. The result $85.6^\circ$ is justified to its last digit only if the ratio is really 0.300 to the precision just found.

The slope (3) grows without limit as $r\to0$ or $r\to1$. For a fixed absolute error in $r$, the ratio is therefore a poor measure of retardances close to zero or to a half wave, where it is stationary in $\delta$. An error proportional to $r$ is harmless near zero: since $r\approx\delta^2/8$, 1 % in $r$ is 0.5 % in $\delta$, or $0.05^\circ$ at $10^\circ$. Near a half wave such an error costs degrees.

### The quartz plates

In a crossed pair, the slow axis of one plate lies along the fast axis of the other. Their retardances subtract, leaving

$$\delta=\frac{2\pi\,\Delta n\,\Delta d}{\lambda},$$

where $\Delta n$ is the birefringence, $\Delta d$ the thickness difference and $\lambda$ the vacuum wavelength. With $\delta$ in degrees,

$$\Delta d=\frac{\delta}{360^\circ}\frac{\lambda}{\Delta n}
=\frac{85.59}{360}\times\frac{633\ \text{nm}}{0.009}
\approx 17\ \mu\text{m}.$$

The rough birefringence leaves even the last digit uncertain: values from 0.0085 to 0.0095 give about 18 to 16 $\mu$m. If $\Delta n$ is held fixed, $\delta$ varies as $1/\lambda$, so a wavelength higher by 1 nm lowers the retardance by $85.59^\circ/633=0.135^\circ$. In real quartz $\Delta n$ also falls with wavelength, which raises this to about $0.15^\circ$ per nm. A calibration belongs to its wavelength.

### Instrument errors

Each error below has a round size chosen for illustration and acts alone. The true retardance is held at $85.59^\circ$. The altered ratio is put into (2), and the shift is the apparent retardance minus the true one.

**Background.** A constant background equal to a fraction $f$ of the true mean raises the mean but leaves the oscillation unchanged. The ratio becomes $r/(1+f)$. For $f=0.01$ the shift is $-0.4^\circ$.

**Detector saturation.** Let the output be $S=I(1-\kappa I/I_0)$, so that $\kappa$ is the fractional loss at the mean signal. Inserting $I=I_0(1+r\cos4C)$ and $\cos^2 4C=\tfrac12(1+\cos8C)$ gives

$$\frac{S}{I_0}=1-\kappa\left(1+\frac{r^2}{2}\right)+r(1-2\kappa)\cos4C-\frac{\kappa r^2}{2}\cos8C .$$

The ratio becomes $r(1-2\kappa)/[1-\kappa(1+r^2/2)]$. For $\kappa=0.01$ the shift is again $-0.4^\circ$. In this model saturation also leaves an eighth harmonic, which a constant background does not.

**Width of each reading.** A reading gathered while the plate turns through an angle $w$, in radians, averages the oscillation:

$$\frac1w\int_{C-w/2}^{C+w/2}\cos4C'\,dC'=\frac{\sin2w}{2w}\cos4C .$$

The mean is unaffected. With 72 readings per turn, $w=5^\circ$, and the shift is $-0.2^\circ$. Since $w$ is known, dividing the measured ratio by this factor removes the error.

**Polariser leakage.** Let each polariser pass a fraction $e$ of the intensity in the unwanted polarisation. Call the ideal signal fraction $T=|E|^2$. A lossless plate sends the remainder, $1-T$, into the crossed polarisation. For unpolarised input, the wanted path contributes $T$, the path unwanted at both polarisers contributes $e^2T$, and the two mixed paths contribute $e(1-T)$ each:

$$T+e^2T+2e(1-T)=(1-e)^2T+2e .$$

Leakage therefore acts as a constant background $2e$, apart from a change of scale. For $e=0.001$ the shift is $-0.1^\circ$. This holds for unpolarised input. With a laser polarised along the polariser axis only the analyser leaks, and the shift is half as large.

**Analyser angle.** If the analyser is turned by $\varepsilon$, the projected field can be grouped as

$$E=\frac{1+e^{-i\delta}}2\cos\varepsilon+\frac{1-e^{-i\delta}}2\cos(2C-\varepsilon).$$

The two complex coefficients are $90^\circ$ out of phase, so their squares add without a cross term:

$$|E|^2=\frac{1+\cos\delta}{2}\cos^2\varepsilon+\frac{1-\cos\delta}{2}\cos^2(2C-\varepsilon).$$

The fourth-harmonic amplitude keeps its size and the mean falls only in second order in $\varepsilon$. An error of $1^\circ$ shifts $\delta$ by about $+0.01^\circ$. The harmonic's phase does change, so its amplitude must be found from both the $\cos4C$ and $\sin4C$ parts.

For these chosen sizes, background and saturation matter most. With the signs taken here, the first four shifts are all negative and add to about $-1.1^\circ$, to first order. That is much larger than the last digit of the boxed result.

## Variation 1: a plate with diattenuation

Suppose the plate transmits intensity fractions $T_f$ and $T_s$ along its fast and slow axes. Define $D=(T_f-T_s)/(T_f+T_s)$. How does this change the result, and how can it be detected?

Let $a=\sqrt{T_f}$ and $b=\sqrt{T_s}$. The field is now $a\cos^2C+b\,e^{-i\delta}\sin^2C$, and

$$|E|^2=a^2\cos^4C+b^2\sin^4C+2ab\cos\delta\,\sin^2C\cos^2C .$$

Use the expansions

$$\cos^4C=\tfrac38+\tfrac12\cos2C+\tfrac18\cos4C,\qquad
\sin^4C=\tfrac38-\tfrac12\cos2C+\tfrac18\cos4C,$$

together with $2\sin^2C\cos^2C=\tfrac14(1-\cos4C)$. Divide by the average transmittance $(a^2+b^2)/2$ and set $g=2ab/(a^2+b^2)=\sqrt{1-D^2}$. The result is

$$\frac{2|E|^2}{a^2+b^2}=\frac{3+g\cos\delta}{4}+D\cos2C+\frac{1-g\cos\delta}{4}\cos4C .$$

The mean and fourth harmonic have their former shape, with $g\cos\delta$ in place of $\cos\delta$. Equation (2) therefore returns an apparent retardance given by

$$\cos\delta_{\rm app}=\sqrt{1-D^2}\,\cos\delta .$$

The new feature is the second harmonic. Its amplitude relative to the mean is $r_2=4|D|/(3+g\cos\delta)$. Adding 1 to the measured ratio gives $1+r=4/(3+g\cos\delta)$, so

$$r_2=|D|(1+r).$$

For $D=0.02$ and a true retardance of $85.59^\circ$, the apparent value is too high by about $0.001^\circ$, while $r_2=0.02\times1.30=0.026$. The retardance is barely affected because the correction is of second order in $D$ and is multiplied by a small $\cos\delta$. This holds only if $r$ is taken as the Fourier amplitude of $\cos4C$. Half the peak-to-peak swing becomes about $r+r_2/2=0.313$, which by (3) is an error of $+1.8^\circ$, and the two readings at $C=0$ and $45^\circ$ give an error of $+1.2^\circ$. The second harmonic is of first order and reveals the diattenuation, provided its $\cos2C$ part is used. Slightly elliptical light reaching the plate gives a $\sin2C$ term even when $D=0$. A laser polarised at $45^\circ$ to a polariser with $e=0.001$, leaking $90^\circ$ out of phase, gives about $\sqrt e\,\sin\delta\,(1+r)\approx0.04$ of the mean. An error of $1^\circ$ in the analyser angle or in the zero of $C$ turns about $0.04\sin2^\circ\approx0.0014$ of the mean into the $\cos2C$ part, which mimics $|D|\approx0.001$. Within this model, $|D|=r_2/(1+r)$ can be put back to correct $\cos\delta$.

The correction fails as $|D|\to1$. The plate then becomes a polariser, $g$ vanishes, and the apparent retardance is $90^\circ$ whatever $\delta$ may be.

## Variation 2: reflections inside the plate

Let the outer faces of the quartz pair be uncoated, the refractive index be 1.54 (rough) and the total thickness be $L=2$ mm. Neglect reflection at the joint. What does the instrument measure with a laser, and with a lamp filtered to a 5 nm band?

At normal incidence each face reflects

$$R=\left(\frac{n-1}{n+1}\right)^2=\left(\frac{0.54}{2.54}\right)^2=0.0452 .$$

The small difference in $R$ between the axes is ignored. A component with single-pass phase lag $\phi$ leaves directly or after any number of round trips. Each round trip multiplies it by $Re^{-2i\phi}$, so the geometric series gives

$$t(\phi)=\frac{(1-R)e^{-i\phi}}{1-Re^{-2i\phi}} .$$

To first order in $R$, the total lag is $\phi+R\sin2\phi$. Let the fast component have lag $\phi$ and the slow one $\phi+\delta$. The actual retardance of the plate is then

$$\delta_{\rm act}\approx\delta+R[\sin(2\phi+2\delta)-\sin2\phi]
=\delta+2R\sin\delta\cos(2\phi+\delta).$$

**Laser.** For a line much narrower than one interference fringe, $\phi$ has one value, set by the exact optical thickness. Since $2\phi\approx6\times10^4$ rad, that value is sensitive: in quartz $2\phi$ moves by roughly 0.6 rad per kelvin and by about 1 rad for a tilt of $0.5^\circ$, so the retardance can drift by up to about $3^\circ$ per kelvin. The shift can reach about $2R\sin\delta=0.09$ rad, or $5^\circ$. A numerical scan of $\phi$ using the full $t(\phi)$ gives apparent retardances from $5.1^\circ$ below to $5.2^\circ$ above the single-pass value. This is mainly a real change in the plate. Over the same scan, the value from (2) differs from the actual retardance by at most $0.02^\circ$, provided $r$ is the Fourier amplitude of $\cos4C$. Taken from the peak-to-peak swing, it is off by up to $8^\circ$, because of the second harmonic found next.

The reflections also cause diattenuation. To first order, $|t(\phi)|^2\propto1+2R\cos2\phi$, which gives

$$D\approx R[\cos2\phi-\cos(2\phi+2\delta)]=2R\sin\delta\sin(2\phi+\delta).$$

In the scan the second harmonic reaches 0.12 of the mean. However, $D$ varies as a sine where the retardance shift varies as a cosine. To this order the second harmonic vanishes where the shift is largest, so its absence does not rule out the effect.

**Lamp.** The number of fringes within a band $\Delta\lambda$ is approximately

$$\frac{2nL\,\Delta\lambda}{\lambda^2}
=\frac{2\times1.54\times(2\times10^6\ \text{nm})\times5\ \text{nm}}{(633\ \text{nm})^2}\approx77 .$$

The first-order shift averages out over so many fringes. What remains is light that made a full round trip. It has intensity weight $R^2$ and retardance $3\delta$, so to order $R^2$

$$\cos\delta_{\rm app}\approx\cos\delta+R^2(\cos3\delta-\cos\delta).$$

This raises the apparent retardance by $0.04^\circ$. Numerical averaging over a flat 5 nm band, including the change of $\delta$ with wavelength, also gives $0.04^\circ$ for a thickness of exactly 2 mm. Agreement to the last digit is partly luck. If the band holds $N$ fringes and $N$ is not a whole number, averaging a cosine over it leaves up to $1/(\pi N)$ of the laser shift. Here that is $5.2^\circ/(77\pi)\approx0.02^\circ$, of either sign, depending on the exact thickness.

**Comparison with real compensators.** Crossed quartz pairs with a net retardance near a quarter wave are a real type of compensator, and a total thickness of a few millimetres is a reasonable rough size. For an uncoated pair in optical contact, used with a laser, neglecting internal reflections is the weakest assumption treated here, at up to about $5^\circ$. This figure assumes a joint that does not reflect. An uncoated air-spaced pair has four reflecting faces and each plate is many waves thick, so for plates about 1 mm thick the shift can exceed $10^\circ$ with a laser. With the 5 nm lamp it reaches about $0.5^\circ$ for gaps of 50 to 500 $\mu$m and about $0.9^\circ$ for a gap of 5 $\mu$m. For the contacted pair, antireflection coatings on both outer faces reduce the laser shift in proportion to $R$ and the fringe-averaged lamp shift in proportion to $R^2$. If the faces differ, $R$ is replaced by $\sqrt{R_1R_2}$, so coating one face alone gains much less. The estimates leave out the wavelength dependence of the birefringence, beam tilt, wobble of the rotating plate and imperfect crossing of the two quartz axes.

Numerical values quoted here were computed with a short program.
